**Numerical test of the quadratic impact-ionization threshold law**

Just above threshold the rate is $W=P(E/E_{\rm th}-1)^2$, where $E$ is the initial electron energy from the conduction-band edge, $E_{\rm th}$ the threshold and $P$ a prefactor set by the gap, the masses and the nonzero threshold amplitude. The program asserts the threshold and excess energy against numerical minimization, and the phase-space volume against random counting in the original momenta. It also asserts the spin sum with explicit antisymmetric two-electron states and the interband overlap with a two-band Hamiltonian. Five-dimensional quadrature of the golden-rule rate tests the prefactor, its dependence on angle, and the like-spin correction. The local exponents are 1.9986 when the initial wavevector is parallel to the interband dipole and 2.9974 when it is perpendicular, where the threshold amplitude vanishes. For the model with a 3 eV gap, the threshold is 3.6 eV and the parallel prefactor is $1.70\times10^{13}$ s$^{-1}$. The ratio of the full model rate to the quadratic law falls from 0.990 at 1% above threshold to 0.670 at 50% above it.

## Verification by program

```python
"""Impact ionization near a parabolic-band threshold (atomic units inside).

Result under test: W = P (E/Eth - 1)^2 just above threshold, with
  Eth = Eg M/(mc+mh),  M = 2 mc + mh,
  P = |Uth|^2 (mc^2 mh/M)^(3/2) Eg^2 / (8 pi^2).
E: energy of the initial electron from the conduction-band edge; Eg: gap;
mc, mh: electron and hole masses; K: initial wavevector (along z);
k1, k2: final electron wavevectors; the hole takes K-k1-k2.
Direct amplitude: U(q) = 4 pi a (d.q)/(kappa q^2), q = K-k1;
the exchange amplitude has q = K-k2. a: interband length,
d: unit vector of the interband dipole, kappa: dielectric constant.
x = E/Eth - 1 is the relative excess energy.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize

HARTREE = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
HBAR_EV_S = constants.hbar / constants.e

gap_ev, mc, mh, kappa, length_ang = 3.0, 0.2, 0.8, 5.0, 1.0
Eg, a = gap_ev / HARTREE, length_ang / BOHR
M = 2 * mc + mh
Eth = Eg * M / (mc + mh)
K_th = np.sqrt(2 * mc * Eth)
q_th = K_th * (mc + mh) / M
U_th = 4 * np.pi * a / (kappa * q_th)
mass_factor = (mc**2 * mh / M) ** 1.5
P = U_th**2 * mass_factor * Eg**2 / (8 * np.pi**2)


def final_kinetic(k1, k2, K):
    """Kinetic energy of two electrons and a hole with total momentum K z."""
    total = np.array([0.0, 0.0, K])
    hole = total - k1 - k2
    return (np.sum(k1**2, axis=-1) / (2 * mc)
            + np.sum(k2**2, axis=-1) / (2 * mc)
            + np.sum(hole**2, axis=-1) / (2 * mh))


def numerical_excess(E):
    """Energy left above the least final energy, by direct minimization."""
    K = np.sqrt(2 * mc * E)
    best = minimize(lambda y: final_kinetic(y[:3], y[3:], K), np.zeros(6))
    return E - Eg - best.fun


# Threshold and excess energy from minimization over all final momenta
Eth_numeric = brentq(numerical_excess, Eg, 3 * Eg, xtol=1e-12)
assert abs(Eth_numeric / Eth - 1) < 1e-6
excess_numeric = numerical_excess(1.2 * Eth)
assert abs(excess_numeric / (0.2 * Eg) - 1) < 1e-5

# Phase-space volume by random counting in the original momenta
rng = np.random.default_rng(7)
E_count = 1.2 * Eth
K_count = np.sqrt(2 * mc * E_count)
half = 1.05 * np.sqrt(2 * 0.2 * Eg * mc * (mc + mh) / M)
n_samples = 1_000_000
shift = rng.uniform(-half, half, (n_samples, 6))
center = np.array([0.0, 0.0, K_count * mc / M])
energy = final_kinetic(center + shift[:, :3], center + shift[:, 3:], K_count)
inside = energy <= E_count - Eg
# the allowed region is convex, so staying off the faces means it is enclosed
assert np.max(np.abs(shift[inside])) < 0.99 * half
volume_counted = inside.mean() * (2 * half) ** 6 / (2 * np.pi) ** 6
volume_formula = mass_factor * (0.2 * Eg) ** 3 / (48 * np.pi**3)
# statistical error of the count is about 0.4 percent
assert abs(volume_counted / volume_formula - 1) < 0.02

# Spin sum from explicit antisymmetric two-electron states
# orbitals: 0 initial electron, 1 valence electron, 2 and 3 final electrons
direct, exchange = 0.73, -0.41
V = np.zeros((4, 4, 4, 4))
V[2, 3, 0, 1] = V[3, 2, 1, 0] = direct
V[3, 2, 0, 1] = V[2, 3, 1, 0] = exchange


def pair_state(first, second):
    psi = np.zeros((4, 2, 4, 2))
    psi[first + second] += 1 / np.sqrt(2)
    psi[second + first] -= 1 / np.sqrt(2)
    return psi


final_orbitals = [(orb, spin) for orb in (2, 3) for spin in (0, 1)]
spin_sum = 0.0
for valence_spin in (0, 1):
    start = pair_state((0, 0), (1, valence_spin))
    acted = np.einsum("abcd,csdt->asbt", V, start)
    for f1, f2 in combinations(final_orbitals, 2):
        spin_sum += np.sum(pair_state(f1, f2) * acted) ** 2
ordered_sum = sum(u**2 + 0.5 * (u - w) ** 2
                  for u, w in ((direct, exchange), (exchange, direct)))
assert abs(spin_sum - ordered_sum) < 1e-12

# Interband overlap from a two-band Hamiltonian at small wavevectors
p_cv = a * Eg


def two_band_states(k):
    return np.linalg.eigh(np.array([[0.0, k * p_cv], [k * p_cv, Eg]]))[1]


k_cond, k_val = 2e-3, -3e-3
overlap = abs(two_band_states(k_cond)[:, 1] @ two_band_states(k_val)[:, 0])
assert abs(overlap / (a * abs(k_cond - k_val)) - 1) < 1e-3


def full_rate(x, angle=0.0, n=10, constant=False):
    """Unlike-spin and like-spin rates by quadrature over final momenta.

    The energy delta function fixes the relative momentum of electron 2
    and the hole; the other five variables are integrated numerically.
    With constant=True the squared amplitude is replaced by 1.
    """
    E = Eth * (1 + x)
    K = np.sqrt(2 * mc * E)
    pair_mass = mc + mh
    reduced = mc * mh / pair_mass
    radius = np.sqrt(2 * mc * pair_mass / M * (E - Eg - K**2 / (2 * M)))
    nodes, weights = np.polynomial.legendre.leggauss(n)
    phi = 2 * np.pi * (np.arange(n) + 0.5) / n
    t, c1, f1, c2, f2 = np.meshgrid(
        (nodes + 1) * np.pi / 4, nodes, phi, nodes, phi,
        indexing="ij", sparse=True)
    wt = (weights * np.pi / 4).reshape(-1, 1, 1, 1, 1)
    w1 = weights.reshape(1, -1, 1, 1, 1)
    w2 = weights.reshape(1, 1, 1, -1, 1)
    r = radius * np.sin(t)
    s1, s2 = np.sqrt(1 - c1**2), np.sqrt(1 - c2**2)
    k1 = (r * s1 * np.cos(f1), r * s1 * np.sin(f1), K * mc / M + r * c1)
    q = (-k1[0], -k1[1], K - k1[2])
    left = (E - Eg - sum(c**2 for c in k1) / (2 * mc)
            - sum(c**2 for c in q) / (2 * pair_mass))
    assert np.min(left) > 0
    p = np.sqrt(2 * reduced * left)
    direction = (s2 * np.cos(f2), s2 * np.sin(f2), c2)
    k2 = [q[i] * mc / pair_mass + p * direction[i] for i in range(3)]
    q_ex = (-k2[0], -k2[1], K - k2[2])
    measure = (r**2 * radius * np.cos(t) * reduced * p
               * wt * w1 * w2 * (2 * np.pi / n) ** 2)
    prefactor = 2 * np.pi / (2 * np.pi) ** 6
    if constant:
        return prefactor * np.sum(measure * np.ones((n,) * 5)), 0.0

    def amplitude(v):
        dot = np.sin(angle) * v[0] + np.cos(angle) * v[2]
        return 4 * np.pi * a * dot / (kappa * sum(c**2 for c in v))

    u_d, u_e = amplitude(q), amplitude(q_ex)
    unlike = prefactor * np.sum(measure * u_d**2 * np.ones((n,) * 5))
    like = prefactor * np.sum(measure * 0.5 * (u_d - u_e) ** 2)
    return unlike, like


# A constant squared amplitude gives the square law far above threshold too
constant_rate = full_rate(0.5, constant=True)[0]
constant_formula = mass_factor * (0.5 * Eg) ** 2 / (8 * np.pi**2)
assert abs(constant_rate / constant_formula - 1) < 1e-8

# Threshold limits; corrections are of relative order x
x0 = 1e-3
unlike0, like0 = full_rate(x0)
parallel0 = unlike0 + like0
parallel_double = sum(full_rate(2 * x0))
perp0 = sum(full_rate(x0, np.pi / 2))
perp_double = sum(full_rate(2 * x0, np.pi / 2))
tilted0 = sum(full_rate(x0, np.pi / 3))
exponent_parallel = np.log2(parallel_double / parallel0)
exponent_perp = np.log2(perp_double / perp0)
like_slope = Eth / (6 * Eg)
perp_slope = (Eth + Eg) / (6 * Eg)
assert abs(parallel0 / (P * x0**2) - 1) < 0.01
assert abs(tilted0 / (P * x0**2 * np.cos(np.pi / 3) ** 2) - 1) < 0.01
assert abs(like0 / unlike0 / (like_slope * x0) - 1) < 0.01
assert abs(perp0 / (P * perp_slope * x0**3) - 1) < 0.01
assert abs(exponent_parallel - 2) < 0.01
assert abs(exponent_perp - 3) < 0.01

# Quadrature convergence at the largest excess energy in the table
coarse, fine = sum(full_rate(0.5, n=10)), sum(full_rate(0.5, n=14))
assert abs(coarse / fine - 1) < 2e-3

x_example = 0.1
excess = Eg * x_example
density = mass_factor * excess**2 / (16 * np.pi**3)
P_ev = P * HARTREE
print(f"gap: {gap_ev:.3f} eV")
print(f"electron mass: {mc:.2f} m_e; hole mass: {mh:.2f} m_e")
print(f"total final mass M: {M:.2f} m_e")
print(f"dielectric constant: {kappa:.2f}")
print(f"interband length a: {length_ang:.3f} angstrom")
print(f"threshold, formula: {Eth * HARTREE:.5f} eV")
print(f"threshold, minimization: {Eth_numeric * HARTREE:.5f} eV")
print(f"initial wavevector at threshold: {K_th / BOHR:.5f} 1/angstrom")
print(f"momentum transfer at threshold: {q_th / BOHR:.5f} 1/angstrom")
print(f"interband overlap a*q at threshold: {a * q_th:.5f}")
print(f"threshold amplitude U: {U_th * HARTREE * BOHR**3:.4f} eV angstrom^3")
print(f"mass factor (mc^2 mh/M)^(3/2): {mass_factor:.6f} m_e^3")
print(f"counted/formula phase-space volume: {volume_counted / volume_formula:.4f}")
print(f"hbar*P, K parallel to d: {P_ev:.6e} eV")
print(f"P, K parallel to d: {P_ev / HBAR_EV_S:.4e} 1/s")
print(f"example x: {x_example:.2f}")
print(f"example initial energy: {Eth * (1 + x_example) * HARTREE:.4f} eV")
print(f"example energy for relative motion: {excess * HARTREE:.4f} eV")
print(f"example phase-space density: {density / HARTREE / BOHR**6:.5e} "
      "1/(eV angstrom^6)")
print(f"example hbar*W, quadratic law: {P_ev * x_example**2:.5e} eV")
print(f"example W, quadratic law: {P_ev * x_example**2 / HBAR_EV_S:.4e} 1/s")
print(f"x used for limit tests: {x0:.4f}")
print(f"full/quadratic rate at that x: {parallel0 / (P * x0**2):.5f}")
print(f"tilted 60 degrees/parallel rate at that x: {tilted0 / parallel0:.5f}")
print(f"local exponent, K parallel to d: {exponent_parallel:.4f}")
print(f"local exponent, K perpendicular to d: {exponent_perp:.4f}")
print(f"like/unlike-spin ratio divided by x, formula: {like_slope:.5f}")
print(f"like/unlike-spin ratio divided by x, quadrature: "
      f"{like0 / unlike0 / x0:.5f}")
print(f"perpendicular rate/(P x^3), formula: {perp_slope:.5f}")
print(f"perpendicular rate/(P x^3), quadrature: {perp0 / (P * x0**3):.5f}")
print("table, K parallel to d: x; E (eV); full hbar*W (eV); "
      "quadratic hbar*W (eV); full/quadratic; like-spin share")
for x in (0.01, 0.05, 0.1, 0.2, 0.5):
    unlike, like = full_rate(x, n=12)
    total = unlike + like
    print(f"{x:.2f}; {Eth * (1 + x) * HARTREE:.3f}; {total * HARTREE:.4e}; "
          f"{P_ev * x**2:.4e}; {total / (P * x**2):.4f}; {like / total:.4f}")
print("all tests passed")
```

It prints:

```
gap: 3.000 eV
electron mass: 0.20 m_e; hole mass: 0.80 m_e
total final mass M: 1.20 m_e
dielectric constant: 5.00
interband length a: 1.000 angstrom
threshold, formula: 3.60000 eV
threshold, minimization: 3.60000 eV
initial wavevector at threshold: 0.43472 1/angstrom
momentum transfer at threshold: 0.36226 1/angstrom
interband overlap a*q at threshold: 0.36226
threshold amplitude U: 99.9006 eV angstrom^3
mass factor (mc^2 mh/M)^(3/2): 0.004355 m_e^3
counted/formula phase-space volume: 1.0006
hbar*P, K parallel to d: 1.119653e-02 eV
P, K parallel to d: 1.7011e+13 1/s
example x: 0.10
example initial energy: 3.9600 eV
example energy for relative motion: 0.3000 eV
example phase-space density: 1.78553e-09 1/(eV angstrom^6)
example hbar*W, quadratic law: 1.11965e-04 eV
example W, quadratic law: 1.7011e+11 1/s
x used for limit tests: 0.0010
full/quadratic rate at that x: 0.99903
tilted 60 degrees/parallel rate at that x: 0.25027
local exponent, K parallel to d: 1.9986
local exponent, K perpendicular to d: 2.9974
like/unlike-spin ratio divided by x, formula: 0.20000
like/unlike-spin ratio divided by x, quadrature: 0.19980
perpendicular rate/(P x^3), formula: 0.36667
perpendicular rate/(P x^3), quadrature: 0.36601
table, K parallel to d: x; E (eV); full hbar*W (eV); quadratic hbar*W (eV); full/quadratic; like-spin share
0.01; 3.636; 1.1089e-06; 1.1197e-06; 0.9904; 0.0020
0.05; 3.780; 2.6698e-05; 2.7991e-05; 0.9538; 0.0094
0.10; 3.960; 1.0205e-04; 1.1197e-04; 0.9115; 0.0179
0.20; 4.320; 3.7476e-04; 4.4786e-04; 0.8368; 0.0324
0.50; 5.400; 1.8762e-03; 2.7991e-03; 0.6703; 0.0632
all tests passed
```
